\section*{The sign of the isomer shift and the constant-density assumption, part 1}

(Sections cited here and not found follow in the second part.)

\section{The theorem}

A nucleus of charge $Ze$ ($e>0$) emits or absorbs a photon between an excited level $e$ and a ground level $g$. Let $\langle r^2\rangle_i$ be the mean square charge radius of level $i$, and $\Delta\langle r^2\rangle=\langle r^2\rangle_e-\langle r^2\rangle_g$. Let $\rho_S$ and $\rho_A$ be the electron number densities at the nucleus in the source and in the absorber, $E_S$ and $E_A$ the transition energies there, and $E_\gamma$ the transition energy of the bare nucleus.

\paragraph{Theorem.} Under assumptions (A1)--(A4), electrons of density $\rho(0)$ raise a level, relative to a point nucleus of the same charge, by
\begin{equation}
\delta E=\frac{Ze^2}{6\varepsilon_0}\,\rho(0)\,\langle r^2\rangle . \label{level}
\end{equation}
The isomer shift $\delta=E_A-E_S$ and the source velocity $v$ at resonance are
\begin{align}
\delta&=\frac{Ze^2}{6\varepsilon_0}\,\Delta\langle r^2\rangle\,(\rho_A-\rho_S), \label{delta}\\
v&=\frac{c\,\delta}{E_\gamma}=\alpha\,(\rho_A-\rho_S),\qquad
\alpha=\frac{c\,Ze^2}{6\varepsilon_0E_\gamma}\,\Delta\langle r^2\rangle . \label{velocity}
\end{align}
The velocity is counted positive when the source approaches the absorber.

\paragraph{Corollary.} The calibration constant $\alpha$ has the sign of $\Delta\langle r^2\rangle$. At fixed source, a larger density in the absorber lowers the shift if the excited nucleus is the smaller one, as in $^{57}$Fe, and raises it if the excited nucleus is the larger one, as in $^{119}$Sn. Which nucleus is the larger is a measured nuclear property. Electrostatics does not supply it.

\paragraph{Assumptions.}
\begin{itemize}
\item[(A1)] The electron density has the constant value $\rho(0)$ in a sphere around the nuclear centre that contains all the nuclear charge, and no other charge lies in that sphere.
\item[(A2)] Energies are taken to first order in the size effect: the nuclear charge distributions are those of the bare nucleus, and the electrons keep their state when the nucleus changes level.
\item[(A3)] The energy of a level of spin $I$ means the mean over its $2I+1$ substates.
\item[(A4)] Emission and absorption are recoil-free, the absorber is thin, both lines have the same shape, and thermal motion of the nuclei (the second-order Doppler shift) is ignored.
\end{itemize}

\section{The energy of one level}

Let $\varphi(\mathbf r)$ be the electrostatic potential of all charges other than the nucleus, with the origin at the nuclear centre. A nuclear state with charge density $Ze\,n(\mathbf r)$, $\int n\,d^3r=1$, has the interaction energy $Ze\int n\,\varphi\,d^3r$.

\paragraph{Lemma 1.} The mean $\bar n$ of the densities of the $2I+1$ substates is spherically symmetric, and the mean first-order energy of the level is $Ze\int\bar n\,\varphi\,d^3r$.

\emph{Proof.} The first-order energies are the eigenvalues of the interaction operator $\hat W=Ze\int\hat n(\mathbf r)\varphi(\mathbf r)\,d^3r$ within the level. Their sum is the trace $\sum_m\langle m|\hat W|m\rangle$, so their mean is $Ze\int\bar n\varphi\,d^3r$ with $\bar n(\mathbf r)=(2I+1)^{-1}\sum_m\langle m|\hat n(\mathbf r)|m\rangle$. A rotation turns the substates $|m\rangle$ into another orthonormal basis of the same level. A trace does not depend on the basis, so $\bar n$ is unchanged by every rotation and depends on $r=|\mathbf r|$ alone.

\paragraph{Lemma 2.} Under (A1) the average of $\varphi$ over a sphere of radius $r$ is
\begin{equation}
\bar\varphi(r)=\varphi(0)+\frac{e\rho(0)}{6\varepsilon_0}\,r^2 . \label{phibar}
\end{equation}

\emph{Proof.} The electron charge density is $-e\rho(0)$, so Poisson's equation reads $\nabla^2\varphi=+e\rho(0)/\varepsilon_0$. Differentiate $\bar\varphi(r)=(4\pi)^{-1}\int\varphi(r\hat{\mathbf r})\,d\Omega$, write the result as a flux through the sphere, and apply the divergence theorem:
\begin{equation}
\frac{d\bar\varphi}{dr}=\frac{1}{4\pi r^2}\oint\nabla\varphi\cdot d\mathbf S
=\frac{1}{4\pi r^2}\int\nabla^2\varphi\,d^3r
=\frac{1}{4\pi r^2}\,\frac{e\rho(0)}{\varepsilon_0}\,\frac{4\pi r^3}{3}
=\frac{e\rho(0)\,r}{3\varepsilon_0}.
\end{equation}
Integration from $0$ to $r$ with $\bar\varphi(0)=\varphi(0)$ gives \eqref{phibar}.

\paragraph{Proof of \eqref{level}.} Since $\bar n$ is spherical, the angular integral acts on $\varphi$ alone and replaces it by $\bar\varphi$:
\begin{equation}
Ze\int\bar n\,\varphi\,d^3r=Ze\int_0^\infty 4\pi r^2\,\bar n(r)\,\bar\varphi(r)\,dr
=Ze\,\varphi(0)+\frac{Ze^2}{6\varepsilon_0}\rho(0)\langle r^2\rangle, \label{total}
\end{equation}
with $\langle r^2\rangle=\int\bar n\,r^2\,d^3r$. The first term is the energy of a point charge $Ze$, and the second is \eqref{level}.

\paragraph{Remark 1 (what the average removes).} Because $\nabla^2r^2=6$, the function $h=\varphi-e\rho(0)r^2/6\varepsilon_0$ obeys $\nabla^2h=0$. It contains the effect of all charges outside the nucleus. Its spherical average is $h(0)$, which is Lemma 2 at zero density. Its linear term has no first-order effect on a level of definite parity, because $n(-\mathbf r)=n(\mathbf r)$ makes $\int n\,\mathbf r\,d^3r$ vanish. Its quadratic term $\tfrac12\sum_{jk}h_{jk}x_jx_k$ has $\sum_jh_{jj}=0$, so $x_jx_k$ may be replaced by $x_jx_k-\tfrac13r^2\delta_{jk}$: the term couples to the nuclear quadrupole moment only. It can split a level of spin $I\ge1$; a level with $I=0$ or $\tfrac12$, such as the ground state of $^{57}$Fe or $^{119}$Sn, has no quadrupole moment and is not split by it. In every case, by Lemmas 1 and 2, it leaves the mean in place. At fixed $\rho(0)$, charge outside the nucleus therefore does not enter \eqref{delta}, and a deformed nucleus enters through $\langle r^2\rangle$ alone. Such charge still acts indirectly, by changing $\rho(0)$: in a nonrelativistic Hartree--Fock calculation the sixth $3d$ electron of free Fe$^{2+}$, which has no density at the nucleus, lowers $\rho(0)$ by about $2\,a_0^{-3}$ relative to Fe$^{3+}$ through the relaxation of the $s$ orbitals.

The sign of \eqref{level} is seen most directly from the side of the electrons. Let $k=Ze^2/4\pi\varepsilon_0$, and let $V(r)$ be the potential energy of an electron in the field of $Ze\,\bar n$.

\paragraph{Lemma 3.} $V(r)+k/r\ge0$ for all $r$, it vanishes outside the nucleus, and
\begin{equation}
\int\Big(V+\frac kr\Big)d^3r=\frac{2\pi}{3}\,k\,\langle r^2\rangle=\frac{Ze^2}{6\varepsilon_0}\langle r^2\rangle . \label{volume}
\end{equation}

\emph{Proof.} With $\mu$ the cosine of the angle between $\mathbf r$ and $\mathbf s$, the angular average of $1/|\mathbf r-\mathbf s|$ is
\begin{equation}
\frac12\int_{-1}^{1}\frac{d\mu}{\sqrt{r^2+s^2-2rs\mu}}=\frac{(r+s)-|r-s|}{2rs}=\frac{1}{\max(r,s)} .
\end{equation}
Hence $V(r)=-k\int_0^\infty4\pi s^2\bar n(s)\,ds/\max(r,s)$. Write $k/r=k\int_0^\infty4\pi s^2\bar n(s)\,ds/r$ by normalization. The shells with $s<r$ cancel in the sum, which leaves
\begin{equation}
V(r)+\frac kr=k\int_r^\infty4\pi s^2\bar n(s)\Big(\frac1r-\frac1s\Big)ds .
\end{equation}
The integrand is not negative, and it is zero if no charge lies beyond $r$. Integrate with $4\pi r^2dr$ and exchange the order, so that $r$ runs from $0$ to $s$:
\begin{equation}
\int_0^s4\pi r^2\Big(\frac1r-\frac1s\Big)dr=4\pi\Big(\frac{s^2}{2}-\frac{s^2}{3}\Big)=\frac{2\pi}{3}s^2 .
\end{equation}
The remaining integral of $4\pi s^2\bar n\,s^2$ is $\langle r^2\rangle$, and $(2\pi/3)/(4\pi\varepsilon_0)=1/6\varepsilon_0$.

Multiplying \eqref{volume} by $\rho(0)$ gives \eqref{level} again. An electron inside the nucleus is attracted less strongly than by a point charge, so spreading the nuclear charge always costs energy, and a larger nucleus costs more.

\paragraph{Remark 2 (uniform sphere).} For $\bar n=3/4\pi R^3$ inside radius $R$, the shells below $r$ give $-k(r^3/R^3)/r$ and those above give $-k\int_r^R3s\,ds/R^3=-3k(R^2-r^2)/2R^3$. The sum and the radius are
\begin{equation}
V(r)=-\frac{k}{2R}\Big(3-\frac{r^2}{R^2}\Big)\quad(r\le R),\qquad
\langle r^2\rangle=\int_0^R\frac{3s^4}{R^3}ds=\frac35R^2 . \label{sphere}
\end{equation}
With $\Delta R=R_e-R_g$ one has $\Delta\langle r^2\rangle=\tfrac35(2R_g\Delta R+\Delta R^2)$. Dropping $\Delta R^2$, a relative error $|\Delta R|/2R_g$ in $\delta$, gives $\delta\approx(Ze^2/5\varepsilon_0)R_g^2(\Delta R/R_g)(\rho_A-\rho_S)$.

\section{The shift and its sign}

\paragraph{Proof of \eqref{delta}.} By (A2) the potential $\varphi$ and the density $\rho(0)$ are the same for both levels of a nucleus in a given material. Both levels have the charge $Ze$, so the term $Ze\,\varphi(0)$ of \eqref{total} cancels in their difference. In material $X=S$ or $A$,
\begin{equation}
E_X=E_\gamma+\frac{Ze^2}{6\varepsilon_0}\,\rho_X\,\Delta\langle r^2\rangle . \label{gap}
\end{equation}
The bare energy $E_\gamma$ cancels in $E_A-E_S$, which is \eqref{delta}.

\paragraph{Lemma 4.} Under (A4) the absorption is strongest at $v=c\,\delta/E_\gamma$, up to relative corrections of order $v/c$ and $(E_S-E_\gamma)/E_\gamma$.

\emph{Proof.} A photon emitted towards the absorber has energy $E'$ and momentum $E'/c$ in the source frame. The Lorentz transformation to the absorber frame, with $\beta=v/c$, gives $E=E'(1+\beta)/\sqrt{1-\beta^2}=E'(1+\beta+O(\beta^2))$. An approaching source thus delivers a line centred at a higher energy, displaced from the absorption line by $d=E_S(1+\beta)-E_A$. For a thin absorber the absorption is proportional to the overlap $\int L(E-d)L(E)\,dE$, with $L$ the common line shape and $E$ counted from $E_A$. The Cauchy--Schwarz inequality bounds the overlap by $\int L^2dE$, with equality only if $L(E-d)$ is proportional to $L(E)$, which for a normalized line requires $d=0$. Then $\beta=(E_A-E_S)/E_S=\delta/E_S$, and replacing $E_S$ by $E_\gamma$ completes the proof.

Inserting \eqref{delta} gives \eqref{velocity}, and the theorem is proved.

\paragraph{Proof of the corollary.} The factors $c$, $Ze^2$, $\varepsilon_0$ and $E_\gamma$ in $\alpha$ are positive, and $\partial v/\partial\rho_A=\alpha$.

\paragraph{Remark 3 (the two nuclei).} By \eqref{level}, extra density lifts both levels, each in proportion to its own $\langle r^2\rangle$. In $^{57}$Fe the ground state is the larger, $\Delta\langle r^2\rangle$ being roughly $-0.02\ \mathrm{fm}^2$. The lower level rises more than the upper one, the gap in the absorber shrinks, and resonance needs a photon of lower energy, hence a more negative velocity. In $^{119}$Sn the excited state is the larger, $\Delta\langle r^2\rangle$ being roughly $+0.007\ \mathrm{fm}^2$. The upper level rises more, the gap widens, and $v$ grows. Extra density in the source has the opposite effect in each case, since $\partial v/\partial\rho_S=-\alpha$. The shift vanishes if the radii are equal or if the densities are equal. The theorem concerns the density at the nucleus, not the number of electrons on the atom; without relativity only $s$ orbitals contribute to it, because an orbital of angular momentum $l$ varies as $r^l$.

\section{Worked example}

The nuclear inputs are rough literature sizes ($\Delta\langle r^2\rangle$ is mostly obtained by combining measured shifts with computed electron densities): $E_\gamma\approx14$ keV and $\Delta\langle r^2\rangle\approx-0.02\ \mathrm{fm}^2$ for $^{57}$Fe ($Z=26$), $E_\gamma\approx24$ keV and $\Delta\langle r^2\rangle\approx+0.007\ \mathrm{fm}^2$ for $^{119}$Sn ($Z=50$), and a uniform ground state with the rough radius $R=1.2\,A^{1/3}$ fm. The density difference is a model value, $\rho_A-\rho_S=+3\,a_0^{-3}$, with $a_0=52917.7$ fm. Extra digits are carried to show the arithmetic.

With densities in $a_0^{-3}$ and radii in fm, the prefactor in eV is $Ze\times10^{-30}\,\mathrm{m}^2/(6\varepsilon_0a_0^3)$ with $e$, $\varepsilon_0$, $a_0$ in SI units. It equals $529.2$ neV for iron and $1017.6$ neV for tin, per $\mathrm{fm}^2a_0^{-3}$. A velocity of 1 mm/s corresponds to $E_\gamma\times(1\ \mathrm{mm/s})/c$, which is $46.70$ neV and $80.06$ neV.

For $^{57}$Fe, $R=4.618$ fm, $\langle r^2\rangle_g=\tfrac35R^2=12.797\ \mathrm{fm}^2$, and $\Delta R/R\approx-0.02/(2\times12.797)=-7.8\times10^{-4}$. The extra density lifts the ground level by $529.2\times3\times12.797$ neV $\approx20.3\ \mu$eV. Without rounding of the prefactor the lifts are $20314.1$ neV for the ground level and $20282.4$ neV for the excited level. Their difference is the shift:
\begin{align}
\delta&=529.2\times(-0.02)\times3\ \mathrm{neV}=-31.75\ \mathrm{neV},\\
v&=-31.75/46.70\ \mathrm{mm/s}=-0.680\ \mathrm{mm/s},\qquad \alpha=v/3=-0.227\ \mathrm{mm\,s^{-1}}a_0^3 .
\end{align}
For $^{119}$Sn, $R=5.902$ fm, $\langle r^2\rangle_g=20.903\ \mathrm{fm}^2$, and $\Delta R/R\approx0.007/(2\times20.903)=+1.7\times10^{-4}$. The ground level rises by $1017.6\times3\times20.903$ neV $\approx63.8\ \mu$eV; the unrounded lifts are $63813.1$ neV and $63834.5$ neV, the excited one now being the larger. Then
\begin{align}
\delta&=1017.6\times0.007\times3\ \mathrm{neV}=+21.37\ \mathrm{neV},\\
v&=21.37/80.06\ \mathrm{mm/s}=+0.267\ \mathrm{mm/s},\qquad \alpha=v/3=+0.089\ \mathrm{mm\,s^{-1}}a_0^3 .
\end{align}
Since $\Delta\langle r^2\rangle$ is given to one figure, these inputs mean $v\approx-0.7$ mm/s and $v\approx+0.3$ mm/s. For iron even that figure is uncertain: a calibration $\alpha\approx-0.3\ \mathrm{mm\,s^{-1}}a_0^3$, also in use, corresponds to $\Delta\langle r^2\rangle\approx-0.027\ \mathrm{fm}^2$ and gives $v\approx-0.9$ mm/s. The ratios $\delta/E_\gamma=v/c$ are $-2.3\times10^{-12}$ and $+8.9\times10^{-13}$, so the $O(\beta)$ correction of Lemma 4 is negligible.

The density common to source and absorber is far larger than their difference. As a model take $\rho_S$ equal to twice the one-electron Dirac $1s$ density obtained below, $14129\,a_0^{-3}$ and $169918\,a_0^{-3}$. By \eqref{gap}, $E_S-E_\gamma=529.2\times(-0.02)\times14129$ neV $=-149.5\ \mu$eV for iron and $1017.6\times0.007\times169918$ neV $=+1210\ \mu$eV for tin. These amounts cancel in $\delta$, and they change $v$ by the relative amounts $1\times10^{-8}$ and $5\times10^{-8}$ through the replacement of $E_S$ by $E_\gamma$.

Under assumptions (A1)--(A4), the isomer shift is proportional to $\Delta\langle r^2\rangle\,(\rho_A-\rho_S)$, and the sign of $\Delta\langle r^2\rangle$ fixes the sign of $\alpha$, as the iron and tin examples show. It remains to examine how good the constant density of (A1) is, with the Schrödinger and Dirac equations, and where the theorem fails.
